Sparse Factorization of a Miller-Abrahams Network and Its Critical Percolation Bond

1. The form of the answer

Electrons hop between localized traps in a film held between two metal electrodes. Every hopping rate is proportional to one attempt frequency ν₀, so the steady current is eν₀ times a dimensionless function. A small voltage U enters that function through eU/kT, to first order. The conductance therefore has the form

G = G₀ Φ(positions/a, energies/kT),  G₀ = e²ν₀/kT,

where a is the decay length of the trap amplitude exp(−r/a).

A second scaling concerns the resistor network derived below. Multiplying all its bond conductances by s multiplies all currents by s, so G is homogeneous of degree one in the bonds. For any chosen bond conductance G_c,

G = G_c × (a function of the ratios g_b/G_c).

Percolation theory chooses G_c as the bond that first connects the electrodes when bonds are inserted from strongest to weakest. The remaining function is not one in general. The task is to compute G reliably and to bound G/G_c.

Lengths are in nm, energies in meV and conductances in S, since atomic units are unnatural here.

2. From hopping rates to resistors

Each trap holds at most one electron. Occupations are treated as uncorrelated (mean field), and Coulomb interaction between electrons is left out. The Miller-Abrahams rate describes hops that absorb or emit one phonon; here it serves as a model for all energy differences. From i to j it is

ν_ij = ν₀ exp(−2r_ij/a) min[1, exp(−(E_j−E_i)/kT)].

Define a local electrochemical potential μ_i by f_i/(1−f_i) = exp[−(E_i−μ_i)/kT], where E_i includes the electrostatic energy. The flow from i to j is Γ_ij = f_i(1−f_j)ν_ij. Since ν_ij/ν_ji = exp[−(E_j−E_i)/kT],

Γ_ij/Γ_ji = exp{[−(E_i−μ_i) + (E_j−μ_j) − (E_j−E_i)]/kT} = exp[(μ_i−μ_j)/kT].

The site energies cancel. The net particle flow is

Γ_ij − Γ_ji = Γ_ji {exp[(μ_i−μ_j)/kT] − 1} ≈ Γ⁰_ij (μ_i−μ_j)/kT.

The bracket is already first order, so Γ_ji may take its equilibrium value Γ⁰_ij. An electron has charge −e and μ_i = −eU_i. The electric current is −e times the particle flow, hence (e²Γ⁰_ij/kT)(U_i−U_j): the two signs cancel and the bond is a positive resistor.

To find Γ⁰, measure energies from the Fermi level, put x = E/kT and f(x) = 1/(1+eˣ), and consider the downward hop, whose thermal rate factor is one. With x_> and x_< the larger and smaller energy,

g_ij = G₀ exp(−2r_ij/a) f(x_>)[1−f(x_<)].

Detailed balance gives the same flow upward. Reversing the sign of all x leaves g unchanged, because f(−x) = 1−f(x): electrons and holes are equivalent here.

The familiar exponential form follows from f(x) = exp[−max(x,0)]/(1+e^(−|x|)) and max(x,0) = (|x|+x)/2. The two exponents add to

(|x_>|+x_>)/2 + (|x_<|−x_<)/2 = (|x_i|+|x_j|+|x_i−x_j|)/2.

Each denominator lies between 1 and 2, so the full thermal factor is between 1/4 and 1 times the exponential form. The full factor is used below.

An electrode at distance d exchanges electrons elastically with a site; the same prefactor ν₀ is assumed for this process. The net inflow is ν₀exp(−2d/a)[f_el(E_i)−f_i], and ∂f/∂μ = f(1−f)/kT gives

g_i,el = G₀ exp(−2d/a) f(x_i)[1−f(x_i)].

Direct tunnelling between electrodes is omitted. The linearization was tested on a separate 12-site sample by solving the nonlinear mean-field master equation at small positive and negative bias, with the field shifting the site energies. Its slope and the network conductance are both 4.98402 × 10⁻³ G₀.

3. Kirchhoff's law as a minimum

Set V = 1 on the left electrode and V = 0 on the right. Define

P(V) = Σ_bonds g_ij(V_i−V_j)².

Its derivative at an interior node is 2Σ_j g_ij(V_i−V_j). Setting it to zero is Kirchhoff's law, and since P is convex the solution is a minimum. Assigning to each end of a bond its part of the square gives

P = Σ_i V_i I_i,  I_i = Σ_j g_ij(V_i−V_j).

At the solution I_i = 0 inside and V = 0 on the right. What remains is the left electrode's current at unit voltage, so min P = G.

Two facts follow. Any trial potential with the right electrode values gives an upper bound on G. And raising a bond raises or preserves P for every V, so it cannot lower G.

4. Factorization without subtraction

Minimize P over one interior potential V_i. With S_i = Σ_j g_ij,

V_i = Σ_j g_ij V_j/S_i.

Inserting this in the terms that contain V_i gives

Σ_j g_ij(V_i−V_j)² = Σ_j g_ij V_j² − S_i V_i²
= (1/S_i) Σ_j Σ_k g_ij g_ik (V_j² − V_jV_k)
= Σ_(j<k) (g_ij g_ik/S_i)(V_j−V_k)².

The last line pairs (j,k) with (k,j). Eliminating a node thus leaves a resistor network with

g_jk ← g_jk + g_ij g_ik/S_i.

When all sites are gone, the bond between the electrodes is G. The expressions for V_i, used in reverse order, give the potentials. In matrix language this is the LDLᵀ factorization of the interior Laplacian, with pivots D_i = S_i and entries L_ji = −g_ij/S_i. Eliminating a node with few neighbours first limits the new bonds. If node i has d_i neighbours when eliminated, storage grows as Σd_i and work as Σd_i².

Ordinary elimination updates the diagonal as A_jj − g_ij²/S_i. In exact arithmetic this agrees with the sum of the new bonds at j, because

g_ij − g_ij²/S_i = g_ij(S_i−g_ij)/S_i = Σ_(k≠j) g_ij g_ik/S_i.

In floating point the left side subtracts and the right side does not. Consider two sites joined by s = 1, each tied to its own electrode by w = 10⁻²⁰. The second pivot should be

(w+s) − s²/(w+s) = w(w+2s)/(w+s) ≈ 2w.

In double precision w+s rounds to 1 and the computed pivot is 0. The positive update first makes a bond ws/(w+s) ≈ w from the left electrode to the second site, then G ≈ w·w/(2w) = 5 × 10⁻²¹, as computed.

A general error bound uses two properties already found: G is homogeneous of degree one in the bonds, and raising a bond cannot lower G. Let u = 2⁻⁵³ ≈ 1.1 × 10⁻¹⁶ be the unit roundoff, keep one stored value per bond, and exclude underflow. Summing d_i positive terms costs a relative error of at most (d_i−1)u to first order; the division, multiplication and addition cost u each. One elimination therefore changes each remaining bond by a relative amount of at most (d_i+2)u. By monotonicity and homogeneity, if all bonds change by factors between 1−δ and 1+δ, so does G. Adding the steps,

|δG|/G ≤ u Σ_i (d_i+2) to first order in u.

The range of the conductances does not appear. This bounds the error of solving the stored network; errors already in the bonds are separate. In a test with eight interior nodes and bonds from e⁻⁴⁰ to e⁴⁰, the relative error against 120-digit algebra was 1.6 × 10⁻¹⁶.

5. The critical bond and two bounds

Sort the bonds by decreasing conductance and merge the clusters they join. The bond that first puts both electrodes in one cluster has conductance G_c.

For the lower bound, the merging bonds contain a path of m bonds between the electrodes, each with g ≥ G_c. Remove all other bonds, which cannot raise G:

G ≥ 1/Σ_path(1/g) ≥ G_c/m.

For the upper bound, stop just before the critical bond enters and let A be the cluster of the left electrode. Every bond leaving A has g ≤ G_c, since a stronger one would already have been inserted and its far end would belong to A. Take V = 1 on A and V = 0 elsewhere. Then

G ≤ P = Σ_cut g ≤ M G_c,

where M is the number of cut bonds. The right electrode's cluster gives a second such bound, and the smaller may be used.

Neither form can be improved without more information. A chain of m equal bonds has G = G_c/m. If M sites are shorted to the left electrode and each has an equal bond to the right one, G = M G_c. With equal bonds, then, geometry sets G/G_c.

The opposite limit is strong disorder. Keep the network fixed, assume distinct bond conductances, and replace g_b/G_c by (g_b/G_c)^λ. The critical bond belongs to both the path and the cut, so

G_c/G ≤ 1 + Σ_(path, b≠c) (G_c/g_b)^λ,
G/G_c ≤ 1 + Σ_(cut, b≠c) (g_b/G_c)^λ.

Every term in the sums is a number below one raised to the power λ. Both sums vanish as λ → ∞, and G/G_c → 1.

In the exponential form of the bonds, this limit means dividing both a and T by λ. Cooling alone is different. If two bonds share their higher site and all energies involved are positive, they have the same activation energy. Their ratio tends to exp[−2(r−r′)/a], which does not sharpen on cooling. The argument for G/G_c → 1 then no longer applies.

6. Dropping weak bonds with a known error

Keep the bonds with g ≥ G_c exp(−η), and let V be the potentials of this kept network. A cluster cut off from both electrodes may take any constant potential. Monotonicity and the trial-potential bound give

G_kept ≤ G_full ≤ G_kept + Σ_dropped g(V_i−V_j)².

The right side, called the ceiling, needs no second factorization. It can also be the better estimate, under a condition found below. Write V = V_full + δ, with δ = 0 on the electrodes. The cross term in P_full is 2Σ_i δ_i I_i, which vanishes by Kirchhoff's law, so

ceiling − G_full = Σ_all g(δ_i−δ_j)².

This is second order in the potential error. For the deficit of G_kept, note that Σ_all g ΔV_full ΔV = G_full, because V has the correct electrode values and V_full satisfies Kirchhoff's law in the full network. Exchanging the roles gives Σ_kept g ΔV_full ΔV = G_kept. Subtracting,

G_full − G_kept = Σ_dropped g ΔV_full ΔV,

which is first order in the dropped bonds. Subtracting this from Σ_dropped g(ΔV)², and writing Δδ = ΔV − ΔV_full, gives

ceiling − G_full = Σ_dropped g ΔV Δδ.

The ceiling is therefore closer to G_full than G_kept is whenever |Δδ| < |ΔV_full| on every dropped bond. Small potential errors alone do not ensure this, because the potential difference across a dropped bond may itself be small.

7. A film of 384 traps

The model film is 12 nm thick and 16 nm × 16 nm wide, periodic sideways. Its 384 traps have random positions, a = 0.5 nm, energies uniform within 100 meV of the Fermi level, and ν₀ = 10¹² s⁻¹. There are 384·383/2 = 73536 site pairs and 2·384 = 768 electrode bonds, 74304 in all.

At 300 K, kT = 25.852 meV and G₀ = 6.1975 × 10⁻⁶ S. The critical bond joins sites at −7.4 and −61.0 meV, 1.745 nm apart. Thus 2r/a = 6.98, x_> = −0.286 and x_< = −2.360, and

ln(G_c/G₀) = −6.98 + ln(0.571 × 0.0863) = −9.99.

This gives G_c = 2.85 × 10⁻¹⁰ S. The full network has ln(G/G₀) = −8.267, or G = 1.59 × 10⁻⁹ S, so

G/G_c = exp(−8.267 + 9.987) = 5.58.

The path has 23 bonds. The smaller cut has 33885 node pairs, including the electrode pair, which carries no bond. Counting alone therefore gives a very wide interval; the sums of actual conductances give 0.277 ≤ G/G_c ≤ 27.9.

With η = 4, 1907 bonds remain. G_kept is 8.8% below G_full, while the ceiling is 0.28% above it, as the different error orders suggest. The bond-by-bond condition of Section 6 is sufficient, not necessary. It fails here on about 700 of the 72397 dropped bonds, so this ordering is a computed result, not a consequence of that condition. With η = 8, 4673 bonds remain and the figures are 0.43% and 0.0005%. The factor then holds 24420 entries, about a third of the 74304 that full elimination needs. With one stored value per bond, the rounding bound of Section 4 is at most (24420 + 768)u ≈ 3 × 10⁻¹², far below the error of dropping bonds.

Does the critical bond control the current? Differentiate the minimum of P with respect to g_b. The induced changes of V contribute nothing at first order, so dG/dg_b = (ΔV_b)² and

d ln G/d ln g_b = g_b(ΔV_b)²/G.

This is the bond's share of the dissipated power, and the shares add to one. For the critical bond it is 0.027, confirmed by finite differences. A 10% change of that bond would change G by about 0.27%. In the network kept at η = 8, bonds within a factor of ten of G_c carry 74% of the power. Here G_c marks the conductance scale that matters, but its bond is no single bottleneck.

Raising the 300 K conductance ratios to the powers λ = 4, 16 and 64 changes G/G_c from 5.58 to 1.98, 1.067 and 1.00001. At λ = 64 the upper bound is 1.00437. Each other cut bond then contributes at most 0.00437, so its ln g lies at least −ln(0.00437)/64 = 0.085 below ln G_c. If Δ is the smallest such gap in a cut, that cut's bound exceeds one by at least exp(−λΔ), so it closes only when λΔ is large.

When only T is lowered, with ν₀, a and the trap energies fixed, G/G_c is 5.46 at 200 K and 2.83 at 100 K, and a different bond is critical at each temperature. Between 300 and 100 K, G falls by a factor 8.2 but G_c by 4.2. Using G_c alone would miss a factor of two in the temperature dependence of this film.

8. Area and sample scatter

Repeat a periodic film once sideways. Each site pair is joined only through its nearest periodic image, so the doubled film also gains bonds to second images. These are at least 8 nm long, with tunnelling factors of at most e⁻³², and are negligible here. Without them the copied potentials solve the doubled network, so the power and G double. Connectivity appears at the same threshold, so G_c stays. The computed factors are 2.000000 and 1.000000. The two critical copies are tied, which violates the assumption of distinct bonds; in the strong-disorder limit G/G_c would tend to 2.

Independent wider films behave differently. In ensembles of 16 films at 300 K, widening from 8 to 16 nm raises the mean of ln G by 1.47. Proportionality to area would give ln 4 = 1.39, and the standard error of the difference is √(0.279²+0.159²)/4 = 0.08, so these samples do not resolve a departure from ln 4. Averaging is one reason for a larger rise: when four independent films with the same statistics are joined in parallel, the logarithm of their average conductance is at least the average of their logarithms, so the mean of ln G rises by at least ln 4. A 16 nm film is not four independent periodic films, however, and averaging explains only part of the excess. With 600 narrow and 140 wide films the rise is 1.50 ± 0.02, while four narrow films in parallel give 1.43. The mean of ln G_c rises by 0.74, with a standard error of 0.15. A wide film contains several strips, and joining strips only adds bonds. Apart from the bonds that close each strip periodically, its G_c is therefore at least that of the best strip.

The scatter limits G_c as a predictor. For the 16 nm films at 300 K, the standard deviation is 0.16 for ln G, 0.39 for ln G_c and 0.34 for ln(G/G_c). Dividing by G_c increases the spread. The two quantities are still related. From

var(ln G − ln G_c) = var(ln G) + var(ln G_c) − 2cov,

the correlation coefficient is about 0.48 at 300 K and 0.75 at 100 K. With 16 films these are rough values (140 films give about 0.61 and 0.79), and they do not establish a trend with temperature.

The bounds hold for any network of positive resistors. The linearization behind the network is assured only while the electrochemical potential drops along important bonds, and the bias-induced shifts of E_i − μ_i, are small compared with kT. The resulting error can stay modest beyond that: in the mean-field model of the Section 7 film, the current departs from GU by about 2% at eU = 2kT and by up to 10% at eU = 8kT. The network also becomes inaccurate when Coulomb interaction or correlated occupations matter. A film thin enough for direct tunnelling needs an added electrode-electrode bond.

The film of Section 7 is a test of the network method, not a prediction for a real film. Its typical trap spacing is 2 nm. At that distance, and before screening by the electrodes, two electrons repel by 72 meV for a relative permittivity of 10, nearly three times kT at 300 K. Thermal emission over the barrier between traps is also left out. The estimate φ = ħ²/(2ma²) with a = 0.5 nm gives a barrier of 0.15 eV, only six kT at 300 K, for the free electron mass, and 0.51 eV for 0.3 of that mass. For the free mass the emission factor exp(−φ/kT) ≈ e⁻⁶ exceeds G_c/G₀ ≈ e⁻¹⁰, so hopping alone can describe the current only if the barrier is high enough. A single decay length is also an idealization. If φ is taken at the Fermi level, trap energies of ±100 meV spread a from 0.39 to 0.85 nm for the free mass and from 0.46 to 0.56 nm for 0.3 of it. The numerical output gives the remaining bounds, power shares and ensemble means.

Numbers as computed

```
12-site test, master-equation slope G/G0: 4.9840213e-03
12-site test, resistor network G/G0:      4.9840212e-03
Elimination error, bond range e^-40..e^40: 1.6e-16
Two-site chain: weak link 1e-20, strong link 1
  ordinary second pivot 0.0e+00, safe elimination G 5.000e-21
Film 16 x 16 x 12 nm, 384 traps, density 0.125 nm^-3
a = 0.5 nm, energies within +-100 meV, nu0 = 1e+12 s^-1
Full/exponential bond ratio at 300 K: 0.254 to 0.959
Sparsification at 300 K (bonds below Gc*exp(-eta) dropped):
  eta 4: bonds 1907 of 74304, factor entries 8555, G/Gfull 0.911737, ceiling/Gfull 1.002793
  eta 6: bonds 3092 of 74304, factor entries 15836, G/Gfull 0.980715, ceiling/Gfull 1.000102
  eta 8: bonds 4673 of 74304, factor entries 24420, G/Gfull 0.995734, ceiling/Gfull 1.000005
  relative difference from library sparse LU: 2.2e-16
  dlnG/dlnGc by differences 0.027173, power share 0.027173
T = 300 K: kT = 25.852 meV, G0 = 6.1975e-06 S
  G = 1.5921e-09 S, Gc = 2.8510e-10 S, G/Gc = 5.5843
  ln(G/G0) = -8.267, ln(Gc/G0) = -9.987
  bounds/Gc: 0.2766 to 27.8933; path bonds 23, cut bonds 33885
  critical bond: 1.745 nm, ends -7.4 meV and -61.0 meV
  power share: critical bond 0.0272, bonds within factor 10 of Gc 0.7364
T = 200 K: kT = 17.235 meV, G0 = 9.2962e-06 S
  G = 9.6137e-10 S, Gc = 1.7608e-10 S, G/Gc = 5.4599
  ln(G/G0) = -9.177, ln(Gc/G0) = -10.874
  bounds/Gc: 0.1951 to 30.0617; path bonds 20, cut bonds 31473
  critical bond: 1.587 nm, ends 71.7 meV and 77.5 meV
  power share: critical bond 0.0041, bonds within factor 10 of Gc 0.7260
T = 100 K: kT = 8.617 meV, G0 = 1.8592e-05 S
  G = 1.9385e-10 S, Gc = 6.8444e-11 S, G/Gc = 2.8323
  ln(G/G0) = -11.471, ln(Gc/G0) = -12.512
  bounds/Gc: 0.3715 to 23.6507; path bonds 11, cut bonds 25149
  critical bond: 2.188 nm, ends -3.8 meV and 23.8 meV
  power share: critical bond 0.0232, bonds within factor 10 of Gc 0.6405
All 300 K conductance ratios raised to the power lambda:
  lambda 1: G/Gc 5.58433, bounds 0.27659 to 27.89331
  lambda 2: G/Gc 3.08966, bounds 0.58361 to 10.35668
  lambda 4: G/Gc 1.98378, bounds 0.89812 to 4.53945
  lambda 16: G/Gc 1.06727, bounds 0.99998 to 1.36983
  lambda 64: G/Gc 1.00001, bounds 1.00000 to 1.00437
  lambda 10000: G/Gc 1.00000, bounds 1.00000 to 1.00000
Film repeated sideways: G factor 2.000000, Gc factor 1.000000
Ensembles of 16 films, 12 nm thick (mean, standard deviation):
  width 8 nm, 300 K: ln(G/G0) -9.960, 0.279; ln(Gc/G0) -10.626, 0.470; ln(G/Gc) 0.666, 0.333
  width 16 nm, 300 K: ln(G/G0) -8.491, 0.159; ln(Gc/G0) -9.889, 0.385; ln(G/Gc) 1.398, 0.338
  width 16 nm, 100 K: ln(G/G0) -11.543, 0.292; ln(Gc/G0) -12.573, 0.551; ln(G/Gc) 1.030, 0.386
```
